# Why adiabatic Joule heating runs away in a finite time: test program

```python
"""
Adiabatic thermal runaway at constant field.
Energy balance: C dT/dt = sigma0 exp(a (T-T0)) E^2, with T(0) = T0.
Result under test: T(t) = T0 - ln(1 - t/tstar)/a,
                   tstar = C/(a sigma0 E^2), where T diverges.
C: heat capacity per volume, J/(cm^3 K); sigma0: conductivity at T0, S/cm;
a: slope of ln(sigma) with temperature, 1/K; E: field, V/cm; t: time, s.
The example is a thermistor ceramic disc with rough, round parameters.
"""
import numpy as np
from scipy.integrate import quad, solve_ivp
from scipy import constants as const

# ---------------- inputs of the example ----------------
T0 = 300.0              # K
B = 3600.0              # K, Arrhenius temperature
C = 3.0                 # J/(cm^3 K)
sigma0 = 1.0e-3         # S/cm
thickness = 0.1         # cm
area = 0.25             # cm^2
voltage = 1000.0        # V
kappa = 0.03            # W/(cm K)
G_air = 5.0e-3          # W/K, loss to air and leads
R_source = 2.0          # ohm
C_slope = 1.0e-3        # 1/K, relative rise of heat capacity
hot_start = 5.0         # K, excess starting temperature of a hot region
hop_length = 0.3e-9     # m
eps_r = 10.0            # relative permittivity
T_mark = 400.0          # K, temperature used for comparisons

E = voltage / thickness
volume = thickness * area
a = B / T0**2
R0 = thickness / (sigma0 * area)


def runaway_time(C_, a_, s_, E_):
    return C_ / (a_ * s_ * E_**2)


def ideal_temperature(t, C_, a_, s_, E_):
    return T0 - np.log(1.0 - t / runaway_time(C_, a_, s_, E_)) / a_


def sigma_exp(T):
    return sigma0 * np.exp(a * (T - T0))


def sigma_arrhenius(T):
    return sigma0 * np.exp(B / T0 - B / T)


def heating_time(rate, T_start, T_end):
    """Time to heat from T_start to T_end when dT/dt = rate(T)."""
    return quad(lambda T: 1.0 / rate(T), T_start, T_end,
                epsabs=0.0, epsrel=1e-10, limit=300)[0]


tstar = runaway_time(C, a, sigma0, E)

# ---- closed solution against integration of the energy balance ----
worst_T = 0.0
fractions = np.array([0.2, 0.5, 0.9, 0.99, 0.999])
for C_, a_, s_, E_ in [(C, a, sigma0, E), (2.0, 0.015, 3e-4, 2.5e4),
                       (3.7, 0.07, 5e-3, 4e3)]:
    ts = runaway_time(C_, a_, s_, E_)
    run = solve_ivp(
        lambda t, T: s_ * np.exp(np.minimum(a_ * (T - T0), 60.0)) * E_**2 / C_,
        (0.0, 0.999 * ts), [T0], method="DOP853",
        t_eval=fractions * ts * (1.0 - 1e-13), rtol=1e-11, atol=1e-10)
    assert run.success and run.y.shape[1] == len(fractions)
    error = np.max(np.abs(run.y[0] - ideal_temperature(run.t, C_, a_, s_, E_)))
    worst_T = max(worst_T, error)
    # total time to infinite temperature, by quadrature of the definition
    total = quad(lambda x: C_ / (s_ * E_**2) * np.exp(-a_ * x), 0.0, np.inf,
                 epsabs=0.0, epsrel=1e-10, limit=300)[0]
    assert abs(total / ts - 1.0) < 1e-8
assert worst_T < 1e-4

# ---- absorbed electrical energy against stored heat ----
t_test = 0.95 * tstar
absorbed = quad(lambda t: sigma0 * E**2 / (1.0 - t / tstar), 0.0, t_test,
                epsabs=0.0, epsrel=1e-10)[0]
stored = C * (ideal_temperature(t_test, C, a, sigma0, E) - T0)
assert abs(absorbed / stored - 1.0) < 1e-8

# ---- Arrhenius law: tangent at T0 and linear heating at late times ----
h = 0.01
slope = (np.log(sigma_arrhenius(T0 + h))
         - np.log(sigma_arrhenius(T0 - h))) / (2 * h)
assert abs(slope / a - 1.0) < 1e-6
sigma_inf = sigma0 * np.exp(B / T0)
max_rate = sigma_inf * E**2 / C


def rate_arrhenius(T):
    return sigma_arrhenius(T) * E**2 / C


late = heating_time(rate_arrhenius, 1e6, 2e6)
assert abs(late * max_rate / 1e6 - 1.0) < 0.005   # B/T is about 0.0025 here

# ---- time to reach T_mark, ideal and with one neglected effect each ----


def rate_ideal(T):
    return sigma_exp(T) * E**2 / C


def rate_air(T):
    return rate_ideal(T) - G_air * (T - T0) / (C * volume)


def rate_source(T):
    R_body = thickness / (sigma_exp(T) * area)
    current = voltage / (R_body + R_source)
    return current**2 * R_body / (C * volume)


def rate_capacity(T):
    return rate_ideal(T) / (1.0 + C_slope * (T - T0))


t_ideal = heating_time(rate_ideal, T0, T_mark)
t_arr = heating_time(rate_arrhenius, T0, T_mark)
t_arr600 = heating_time(rate_arrhenius, T0, 600.0)
t_air = heating_time(rate_air, T0, T_mark)
t_source = heating_time(rate_source, T0, T_mark)
t_capacity = heating_time(rate_capacity, T0, T_mark)
t_hot = heating_time(rate_ideal, T0 + hot_start, T_mark)
theta_mark = a * (T_mark - T0)
r = R_source / R0
source_formula = tstar * (1 - np.exp(-theta_mark) + 2 * r * theta_mark
                          + r**2 * (np.exp(theta_mark) - 1))
assert abs(t_source / source_formula - 1.0) < 1e-8
assert t_arr > t_ideal and t_air > t_ideal and t_hot < t_ideal

# ---- cooling threshold: runs just below and just above it ----
E_threshold = np.sqrt(G_air / (np.e * volume * a * sigma0))


def cooled_run(field):
    def rhs(t, T):
        theta = np.minimum(a * (T - T0), 50.0)
        return (sigma0 * np.exp(theta) * field**2
                - G_air * (T - T0) / volume) / C

    def escaped(t, T):
        return T[0] - (T0 + 300.0)
    escaped.terminal = True
    return solve_ivp(rhs, (0.0, 5000.0), [T0], method="Radau",
                     events=escaped, rtol=1e-8, atol=1e-8)


below = cooled_run(0.98 * E_threshold)
above = cooled_run(1.02 * E_threshold)
assert below.status == 0 and below.y[0, -1] - T0 < 1.0 / a
assert above.status == 1

# ---- ideally cold electrodes: uniform current, fixed total voltage ----


def cold_electrode_time(conduction, cells):
    """Scaled time until the middle reaches T_mark (half disc, graded grid)."""
    faces = 0.5 * np.linspace(0.0, 1.0, cells + 1)**3
    width = np.diff(faces)
    centre = 0.5 * (faces[1:] + faces[:-1])
    gap = np.diff(np.concatenate(([0.0], centre)))

    def rhs(s, theta):
        resistivity = np.exp(-np.clip(theta, -5.0, 50.0))
        resistance = 2.0 * np.sum(width * resistivity)
        gradient = np.diff(np.concatenate(([0.0], theta))) / gap
        flux = conduction * np.concatenate((gradient, [0.0]))
        return np.diff(flux) / width + resistivity / resistance**2

    def reached(s, theta):
        return theta[-1] - theta_mark
    reached.terminal = True
    run = solve_ivp(rhs, (0.0, 10.0), np.zeros(cells), method="BDF",
                    events=reached, rtol=1e-6, atol=1e-8)
    assert run.status == 1
    return run.t_events[0][0]


diffusivity = kappa / C
conduction = diffusivity * tstar / thickness**2
s_coarse = cold_electrode_time(conduction, 80)
s_cold = cold_electrode_time(conduction, 160)
assert abs(s_coarse / s_cold - 1.0) < 0.01
s_no_flow = cold_electrode_time(1e-8, 80)
assert abs(s_no_flow * tstar / t_ideal - 1.0) < 0.01
t_cold = s_cold * tstar
assert t_cold > t_ideal

# ---- field dependence of hopping, and charge relaxation ----
x_hop = const.e * (E * 100.0) * hop_length / (2 * const.k * T0)
hop_change = np.sinh(x_hop) / x_hop - 1.0
t_relax = eps_r * const.epsilon_0 / (sigma0 * 100.0)
assert t_relax < 1e-3 * tstar

# ---------------- printed numbers ----------------
print(f"starting temperature T0: {T0:.0f} K")
print(f"Arrhenius temperature B: {B:.0f} K")
print(f"activation energy k*B: {const.k * B / const.e:.3f} eV")
print(f"slope a = B/T0^2: {a:.4f} 1/K")
print(f"1/a: {1 / a:.2f} K")
print(f"heat capacity C: {C:.1f} J/(cm^3 K)")
print(f"conductivity sigma0: {sigma0:.4f} S/cm")
print(f"thickness: {thickness * 10:.1f} mm; area: {area:.2f} cm^2")
print(f"voltage: {voltage:.0f} V; field E: {E / 1000:.1f} kV/cm")
print(f"initial power density: {sigma0 * E**2:.3e} W/cm^3")
print(f"initial heating rate: {sigma0 * E**2 / C:.3e} K/s")
print(f"runaway time tstar: {tstar * 1e3:.4f} ms")
for f in (0.5, 0.9, 0.99, 0.999):
    print(f"T at t/tstar = {f}: "
          f"{ideal_temperature(f * tstar, C, a, sigma0, E):.1f} K")
print(f"rise in first half, ln2/a: {np.log(2) / a:.2f} K")
print(f"rise per tenfold cut, ln10/a: {np.log(10) / a:.2f} K")
print(f"largest T error, formula vs integration: {worst_T:.1e} K")
print(f"initial resistance: {R0:.0f} ohm")
print(f"initial current: {voltage / R0:.2f} A")
print(f"ideal current at {T_mark:.0f} K: "
      f"{voltage / R0 * np.exp(theta_mark):.0f} A")
print(f"energy density stored at {T_mark:.0f} K: "
      f"{C * (T_mark - T0):.0f} J/cm^3")
print(f"ideal time to {T_mark:.0f} K: {t_ideal * 1e3:.4f} ms")
print("times to the same temperature, relative to ideal:")
print(f"  Arrhenius conductivity: {t_arr / t_ideal:.4f}")
print(f"  heat capacity +{C_slope * 100:.1f} % per K: "
      f"{t_capacity / t_ideal:.4f}")
print(f"  air cooling, {G_air * 1e3:.0f} mW/K: {t_air / t_ideal:.6f}")
print(f"  source resistance {R_source:.0f} ohm: {t_source / t_ideal:.4f}")
print(f"  region {hot_start:.0f} K hotter at start: {t_hot / t_ideal:.4f}")
print(f"  ideally cold electrodes: {t_cold / t_ideal:.4f}")
print(f"Arrhenius time to 600 K: {t_arr600 * 1e3:.4f} ms")
print(f"Arrhenius limit conductivity: {sigma_inf:.1f} S/cm")
print(f"Arrhenius limit heating rate: {max_rate:.2e} K/s")
print(f"thermal conductivity: {kappa:.3f} W/(cm K)")
print(f"heat diffusion length in tstar: "
      f"{np.sqrt(diffusivity * tstar) * 1e4:.1f} um")
print(f"air cooling time C*volume/G: {C * volume / G_air:.1f} s")
print(f"runaway threshold field with air cooling: {E_threshold:.1f} V/cm")
print(f"  final T at 0.98 of threshold: {below.y[0, -1]:.1f} K")
print(f"  time to 600 K at 1.02 of threshold: {above.t[-1]:.0f} s")
print(f"hop length: {hop_length * 1e9:.1f} nm")
print(f"hopping conductivity change by field: {hop_change:.1e}")
print(f"relative permittivity: {eps_r:.0f}")
print(f"dielectric relaxation time: {t_relax * 1e9:.2f} ns")
print("done: every assertion held")
```

Running it gives:

```
starting temperature T0: 300 K
Arrhenius temperature B: 3600 K
activation energy k*B: 0.310 eV
slope a = B/T0^2: 0.0400 1/K
1/a: 25.00 K
heat capacity C: 3.0 J/(cm^3 K)
conductivity sigma0: 0.0010 S/cm
thickness: 1.0 mm; area: 0.25 cm^2
voltage: 1000 V; field E: 10.0 kV/cm
initial power density: 1.000e+05 W/cm^3
initial heating rate: 3.333e+04 K/s
runaway time tstar: 0.7500 ms
T at t/tstar = 0.5: 317.3 K
T at t/tstar = 0.9: 357.6 K
T at t/tstar = 0.99: 415.1 K
T at t/tstar = 0.999: 472.7 K
rise in first half, ln2/a: 17.33 K
rise per tenfold cut, ln10/a: 57.56 K
largest T error, formula vs integration: 5.0e-08 K
initial resistance: 400 ohm
initial current: 2.50 A
ideal current at 400 K: 136 A
energy density stored at 400 K: 300 J/cm^3
ideal time to 400 K: 0.7363 ms
times to the same temperature, relative to ideal:
  Arrhenius conductivity: 1.1348
  heat capacity +0.1 % per K: 1.0231
  air cooling, 5 mW/K: 1.000013
  source resistance 2 ohm: 1.0421
  region 5 K hotter at start: 0.8153
  ideally cold electrodes: 1.0547
Arrhenius time to 600 K: 0.9143 ms
Arrhenius limit conductivity: 162.8 S/cm
Arrhenius limit heating rate: 5.43e+09 K/s
thermal conductivity: 0.030 W/(cm K)
heat diffusion length in tstar: 27.4 um
air cooling time C*volume/G: 15.0 s
runaway threshold field with air cooling: 42.9 V/cm
  final T at 0.98 of threshold: 318.6 K
  time to 600 K at 1.02 of threshold: 286 s
hop length: 0.3 nm
hopping conductivity change by field: 5.6e-06
relative permittivity: 10
dielectric relaxation time: 0.89 ns
done: every assertion held
```
